# The weak-field Hall effect of cubic metals from Fermi-surface curvature, part 2

The problem is what the weak-field Hall coefficient $R_H$ of a cubic metal measures, if not the electron density. Electrons have charge $-e$ ($e>0$) and fill one band $\varepsilon(\mathbf k)$ with two spin states. Their velocity is $\mathbf v=\nabla\varepsilon/\hbar$, the outward unit normal to the Fermi surface is $\mathbf n$, and $dS$ is its area element. The relaxation time is $\tau(\mathbf k)$ and the mean free path is $\mathbf l=\tau\mathbf v=l\mathbf n$. A step along a tangent vector $\mathbf u$ changes the normal at the rate $W\mathbf u$. The matrix $W$ is symmetric with trace $2H$, where $H$ is the mean curvature, a length, equal to $1/k_F$ on a free-electron sphere of radius $k_F$.

A first route, iterating the Boltzmann equation in the magnetic field $\mathbf B$, gave Tsuji's formula

$$\sigma_{xy}=-\frac{e^3B}{12\pi^3\hbar^2}\int l^2H\,dS$$

and, with $\sigma_0$ the zero-field conductivity,

$$R_H=\frac{\sigma_{xy}}{B\sigma_0^2}=-\frac{12\pi^3}{e}\,\frac{\int l^2H\,dS}{\left(\int l\,dS\right)^2}.$$

A second route follows electron histories. The probability of no collision since $t'$ is

$$p(t,t')=\exp\left[-\int_{t'}^{t}\frac{dt''}{\tau(\mathbf k(t''))}\right],$$

and the mean displacement since the last collision, along the orbit in the magnetic field alone, is

$$\boldsymbol\Lambda=\int_{-\infty}^{t}p(t,t')\,\mathbf v(t')\,dt' .$$

The conductivity is then

$$\sigma_{ij}=\frac{e^2}{4\pi^3}\int\frac{dS}{\hbar|\mathbf v|}\,v_i\Lambda_j .$$

The example is a half-filled fcc band,

$$\varepsilon=-4t_1(c_xc_y+c_yc_z+c_zc_x)-2t_2\sum_i\cos k_ia,\qquad c_i=\cos(k_ia/2),$$

with $a=0.361$ nm, $t_1=0.80$ eV, $t_2/t_1=0.1516$ and $k_F=13.60$ nm$^{-1}$. Its Fermi surface has necks of radius $0.190k_F$ around the L points, on the [111] axes. At the neck's waist the curvatures are $0.386$ nm around the axis and $-1.308$ nm along it. For constant $\tau=25$ fs, $\sigma_0=3.32\times10^5$ S/cm and $R_H=-5.96\times10^{-11}$ m$^3$/C, which is 0.812 of the free-electron value $R_{\rm free}=-7.34\times10^{-11}$ m$^3$/C.

### Cutting the surface into orbits

Put $\mathbf B$ along the cube axis $z$. The magnetic force leaves $k_z$ and the energy unchanged, so an orbit runs along the curve in which a plane of constant $k_z$ cuts the Fermi surface. Let $s$ be arc length along it and let $\sin\alpha$ be the length of the part of $\mathbf n$ perpendicular to $z$. From $\hbar\dot{\mathbf k}=-e\mathbf v\times\mathbf B=eB\,\hat{\mathbf z}\times\mathbf v$, the speed along the curve is

$$\frac{ds}{dt}=\frac{eB}{\hbar}|\mathbf v|\sin\alpha,$$

and the direction of motion is the unit tangent $\mathbf t=\hat{\mathbf z}\times\mathbf n/\sin\alpha$. Where $\mathbf n$ points along $+x$ the electron moves towards $+y$, so a closed orbit around occupied states runs anticlockwise seen from $+z$.

The surface direction perpendicular to $\mathbf t$ rises in $z$ at the rate $\sin\alpha$ per unit length, so $dk_z\,ds=\sin\alpha\,dS$. Therefore

$$\frac{dS}{\hbar|\mathbf v|}=\frac{dk_z\,ds}{\hbar|\mathbf v|\sin\alpha}=\frac{eB}{\hbar^2}\,dk_z\,dt .$$

The integral over the surface has become one over orbits and time along them:

$$\sigma_{ij}=\frac{e^3B}{4\pi^3\hbar^2}\int dk_z\oint dt\,v_i\Lambda_j .$$

The factor $B$ in front does not make the conductivity proportional to $B$, because the time spent on a given arc is proportional to $1/B$.

### The weak-field step

Differentiate the definition of $\boldsymbol\Lambda$ with respect to $t$. The upper limit gives $\mathbf v$, because $p(t,t)=1$, and the exponential gives $-\boldsymbol\Lambda/\tau$. Thus

$$\frac{d\boldsymbol\Lambda}{dt}=\mathbf v-\frac{\boldsymbol\Lambda}{\tau},\qquad\text{or}\qquad \boldsymbol\Lambda=\mathbf l-\tau\frac{d\boldsymbol\Lambda}{dt}.$$

In a weak field the electron moves slowly along its orbit, so each time derivative carries one factor of $B$. To first order $\boldsymbol\Lambda=\mathbf l-\tau\,d\mathbf l/dt$. The electron remembers the slightly earlier direction and length of its free path.

The term $\mathbf l$ gives the field-free conductivity, whose $xy$ element vanishes by cubic symmetry. In the other term $v_x\tau=l_x$, and the time cancels:

$$\sigma_{xy}=-\frac{e^3B}{4\pi^3\hbar^2}\int dk_z\oint l_x\,dl_y .$$

The line integral is the signed area that the projection of $\mathbf l$ on the $xy$ plane traces out while the electron goes round. For an open orbit the integral runs over one period of the repeated zone, after which $\mathbf l$ returns to its starting value. The curve traced by $\mathbf l$ is then closed even though the orbit is not.

No electron has to complete an orbit for this to hold. The integral adds the small memory corrections of many electrons, each covering a short arc between collisions.

### From swept area to mean curvature

Let $\psi$ be the angle of the projection of $\mathbf l$, whose length is $l\sin\alpha$. In polar form

$$\oint l_x\,dl_y=\tfrac12\oint(l_x\,dl_y-l_y\,dl_x)=\tfrac12\oint l^2\sin^2\!\alpha\,d\psi .$$

The first equality holds because the difference of the two sides is $\tfrac12\oint d(l_xl_y)=0$. In the second, a purely radial change of the projected vector sweeps no area. This is the geometrical reason for the absence of gradients of $l$.

The normal has the same projected direction, so $\sin^2\!\alpha\,d\psi=n_xdn_y-n_ydn_x=\hat{\mathbf z}\cdot(\mathbf n\times d\mathbf n)$. With $d\mathbf n=W\mathbf t\,ds$ and the cyclic rule,

$$\hat{\mathbf z}\cdot(\mathbf n\times W\mathbf t)\,ds=(\hat{\mathbf z}\times\mathbf n)\cdot W\mathbf t\,ds=\sin\alpha\;\mathbf t\cdot W\mathbf t\,ds .$$

Using $dk_z\,ds=\sin\alpha\,dS$ again,

$$\int dk_z\oint l_x\,dl_y=\tfrac12\int dS\,l^2\,(\hat{\mathbf z}\times\mathbf n)\cdot W(\hat{\mathbf z}\times\mathbf n).$$

For a cubic metal the value is the same with the field along $x$, $y$ or $z$, so the three may be averaged. For any tangent vector $\mathbf u$, $\mathbf u\cdot(\hat{\mathbf a}\times\mathbf n)=\hat{\mathbf a}\cdot(\mathbf n\times\mathbf u)$. Summing the squares over the three axes $\hat{\mathbf a}$ gives $|\mathbf n\times\mathbf u|^2=|\mathbf u|^2$. The three vectors $\hat{\mathbf a}\times\mathbf n$ therefore add up, as dyads, to the unit matrix of the tangent plane, and

$$\sum_{a}(\hat{\mathbf a}\times\mathbf n)\cdot W(\hat{\mathbf a}\times\mathbf n)=\operatorname{tr}W=2H .$$

The average is $\tfrac12\cdot\tfrac13\cdot2\int l^2H\,dS=\tfrac13\int l^2H\,dS$. Multiplication by $-e^3B/(4\pi^3\hbar^2)$ gives Tsuji's formula again.

### What each derivation assumes

Both routes assume one band, semiclassical orbits, degenerate electrons and a relaxation time, and both need the cubic symmetry of $\varepsilon$ and $\tau$ at the end. They differ in where the remaining conditions enter.

The first route expands in $B$ at once. It needs a surface without uncancelled edges, and it gives the full tensor for any field direction and crystal symmetry. The second keeps $B$ finite until the equation for $\boldsymbol\Lambda$ is expanded. It therefore shows the condition for a weak field: $\mathbf l$ must change little during one relaxation time. The version given here takes the field along a cube axis, where the orbits lie in planes that repeat periodically.

The second route also shows what survives when collisions are more complicated. Replace $1/\tau$ by a linear operator $C$ that is invertible on the velocities and on the derivative $d\mathbf L/dt$ met below, and symmetric under the surface weight $dS/|\mathbf v|$. Then $C\boldsymbol\Lambda=\mathbf v-d\boldsymbol\Lambda/dt$. With $\mathbf L=C^{-1}\mathbf v$, the first-order term is $-C^{-1}d\mathbf L/dt$. Symmetry moves $C^{-1}$ onto $v_x$, and the swept area becomes $\oint L_x\,dL_y$. The area law remains, but the curvature formula needs $\mathbf L$ parallel to $\mathbf n$, which a relaxation time guarantees and a general $C$ does not.

An ellipsoid shows why cubic symmetry matters. For constant $\tau$ and masses $m_x,m_y,m_z$, the steady equation of motion $m_iv_i=-e\tau(\mathbf E+\mathbf v\times\mathbf B)_i$ gives, to first order, $v_x=e^2\tau^2BE_y/(m_xm_y)$. So $\sigma_{xy}$ is proportional to $1/(m_xm_y)$. Tsuji's formula contains the average over three field directions. For masses in the ratio $1:2:0.6$ the true factor is $0.5$ and the average is $\tfrac13(0.500+0.833+1.667)=1.0$, which is too large by a factor of 2.

The orbit expression before expansion also provides a numerical test of the formula. It was integrated on the necked surface at $eBa^2t_1\tau/\hbar^2=0.01$ and $0.02$ and extrapolated to zero field. The ratio to Tsuji's formula was 1.0003 for constant $\tau$, and 1.0001 for $\tau$ proportional to $1+0.15\sum_i\cos k_ia$, whose constant prefactor is then the $\tau$ in the field parameter.

### Why the Hall coefficient is not the density

Let angle brackets denote averages over the Fermi surface, whose area is 0.968 of the free sphere's. Dividing $R_H$ by its free-electron value gives

$$\frac{R_H}{R_{\rm free}}=\frac{4\pi k_F^3\int l^2H\,dS}{(\int l\,dS)^2}=\frac{1}{0.968}\,\frac{k_F\langle l^2H\rangle}{\langle l\rangle^2}.$$

For constant $l$ the ratio is $3.795/7.341=0.517$, so $k_F\langle H\rangle=0.50$. The average mean curvature is half that of the free sphere. Constant $\tau$ raises the weighted curvature to $0.968\times0.812=0.79$, partly because the strongly negative neck regions have slow electrons. At the waist $l=6.6$ nm, against 26.8 nm along [100], and the weight $l^2$ is smaller by a factor of 16.

Regions with $H<0$ cover 7.4% of the area and lie within $13^\circ$ of the [111] axes. For constant $\tau$ they contribute $-2.6\%$ of the Hall integral. Deleting that contribution, with $\sigma_0$ held fixed, would raise the ratio only from 0.812 to 0.833. Removing those regions also from $\int l\,dS$, of which they supply 2.9%, would raise it to 0.88. Either way, for constant $\tau$ in this band, less than half of the shortfall comes from negative curvature. This depends on the slow neck electrons. For constant $l$ the same regions contribute $-0.18$ to $k_F\langle H\rangle$, against $+0.68$ from the rest, so the small share should not be carried over to a metal with faster neck electrons. The spread of $l$ does not lower the ratio by itself: $H=1/k_F$ everywhere, with the same $l$ and area, would give 1.10. The remainder comes from the positive curvature, whose contribution to the weighted value is 0.81 rather than 1. Along [110], for instance, $H$ is 0.049 nm, two thirds of the free value.

Varying $t_2$ at fixed $t_1$, half filling and constant $\tau$ changes the neck. A neck radius of $0.12k_F$ gives $R_H/R_{\rm free}=0.891$, and $0.24k_F$ gives 0.700. The belly changes too, so this trend is not the effect of the neck alone.

Scattering matters as well as shape. The anisotropic $\tau$ of the orbit test is 0.47 times as long at the neck as along [100]. It moves $R_H$ to $-6.96\times10^{-11}$ m$^3$/C. Constant $l$ means $\tau\propto1/|\mathbf v|$, four times as long at the neck as along [100], and moves it to $-3.80\times10^{-11}$ m$^3$/C. These are two chosen cases, not bounds.

### The model beside copper

Copper at room temperature has a Hall coefficient of roughly $-5\times10^{-11}$ m$^3$/C and a conductivity of roughly $6\times10^5$ S/cm. The model's $-5.96\times10^{-11}$ m$^3$/C is of the right size, but its conductivity, $3.3\times10^5$ S/cm, is low. A constant $\tau$ near 45 fs would repair the conductivity without changing $R_H$. The band itself is less faithful. Its Fermi level lies 0.23 eV above the L point, against roughly 0.9 eV in copper, so its neck electrons are probably too slow. Its belly radii along [100] and [110] are nearly equal, at 0.972 and 0.975 of $k_F$, whereas copper's belly bulges towards [100]. The d bands and spin-orbit coupling are left out. Among the assumptions that copper breaks is a constant $\tau$, and the two cases above show shifts of $-1.0$ and $+2.2$ in units of $10^{-11}$ m$^3$/C. Agreement with the measured value to better than such shifts would not validate the band.

The other neglected effects that were sized are small at 1 T and 300 K. During one relaxation time an electron moves by $eBl/\hbar$ in $\mathbf k$-space, at most. At the waist this is 0.010 nm$^{-1}$, and with the axial curvature of 1.31 nm the normal turns by at most 0.013 rad. The whole-surface Hall angle is 0.0020 rad, and the finite field changes $\sigma_{xy}/B$ by about $-1.2\times10^{-5}$ of its value. Thermal smearing at fixed electron number and constant $\tau$ changes $R_H$ by 0.14%. Refining the surface quadrature from 32 to 48 nodes per angle changes it by 0.009%. The constant-$l$ value weights the neck more and converges more slowly: it is $-3.799$ at 32 nodes and $-3.795$ when converged, in units of $10^{-11}$ m$^3$/C. The lifetime broadening $\hbar/\tau=0.026$ eV is a ninth of the neck depth of 0.23 eV. Its effect on $R_H$ was not calculated, and a much shorter $\tau$ would blur the neck and with it the sharp Fermi surface on which both derivations rest. The remaining values are in the numerical output.

## Computed values

```
lattice constant a = 0.361 nm
hopping t1 = 0.80 eV
hopping ratio t2/t1 = 0.1516
relaxation time = 25.0 fs
field = 1.0 T; temperature = 300 K
electron density = 8.502e+22 cm^-3
Fermi level above band bottom = 11.289 eV
Fermi level above L point = 0.234 eV
free-electron Fermi radius = 13.604 nm^-1
radius along 100 / free radius = 0.9720
radius along 110 / free radius = 0.9752
neck radius / free radius = 0.1900
surface area / free sphere area = 0.9682
100: speed = 1.070 10^6 m/s, l = 26.75 nm
100: mean curvature = 0.0851 nm
110: speed = 1.036 10^6 m/s, l = 25.90 nm
110: mean curvature = 0.0492 nm
neck: speed = 0.265 10^6 m/s, l = 6.63 nm
neck: mean curvature = -0.4610 nm
free sphere: mean curvature = 0.0735 nm
neck curvature around axis = 0.3862 nm
neck curvature along axis = -1.3081 nm
area share with H < 0 = 7.41 %
share of Hall integral from H < 0 = -2.62 %
largest angle from 111 with H < 0 = 12.7 deg
area-averaged mean free path = 22.56 nm
integral of l dS = 5.0786e+04 nm^-1
integral of l^2 H dS = 6.6206e+04 nm
conductivity = 3.3225e+05 S/cm
sigma_xy at the field = -6.5803e+02 S/cm
Hall mobility |R_H| sigma0 = 19.81 cm^2/Vs
R_H free electrons = -7.341 10^-11 m^3/C
R_H constant tau = -5.961 10^-11 m^3/C = -5.961e-05 cm^3/C
R_H constant l = -3.799 10^-11 m^3/C
R_H anisotropic tau = -6.956 10^-11 m^3/C
R_H / free value, constant tau = 0.8120
anisotropic tau: neck/100 ratio = 0.468
neck ratio 0.12: t2/t1 = 0.1999, R_H/free = 0.8907
neck ratio 0.24: t2/t1 = 0.0916, R_H/free = 0.7004
Hall angle at the field = 0.00198 rad
finite-field change of sigma_xy/B = -1.24e-05
thermal smearing change of R_H = 0.141 %
lifetime broadening hbar/tau = 0.0263 eV
quadrature shift of R_H, 32 to 48 nodes = -9.2e-03 %
orbit/Tsuji, constant tau = 1.000314
orbit/Tsuji, anisotropic tau = 1.000114
mesh-counted band filling = 0.50000
ellipsoid: scalar formula / true sigma_xy = 2.0000
ellipsoid tensor test, largest error = 1.8e-10
```
